# Temperature rise that cancels the carrier-induced index change in silicon

## Two index changes of opposite sign

A silicon phase shifter can be driven by injecting electrons and holes into the region that carries the light. The carriers lower the refractive index. They also recombine and release heat, and heat raises the index of silicon. At some temperature rise the two changes cancel, and the intended phase shift is gone.

Take a wavelength of 1550 nm, a starting temperature of 300 K, and electrons and holes each at density \(N=10^{18}\) cm\(^{-3}\). Rough values for silicon are \(n_0=3.48\) for the index and \(\beta=dn/dT=1.9\times10^{-4}\) per K. Carriers and heat are assumed to fill the same region uniformly. Only the real part of the index is to be cancelled.

## The balance and its first correction

Let \(\Delta n_c<0\) be the carrier shift, held fixed while the temperature rises by \(\Delta T\). If \(dn/dT\) itself grows at a rate \(b\), cancellation requires
\[
-|\Delta n_c|+\beta\,\Delta T+\tfrac12 b\,\Delta T^2=0 .
\]
For small \(\Delta T\) the quadratic term is the smallest. Dropping it gives the leading result
\[
\Delta T_0=\frac{|\Delta n_c|}{\beta}.
\]
For the correction, put \(\Delta T=\Delta T_0+\delta\). The terms \(-|\Delta n_c|+\beta\Delta T_0\) cancel, and to lowest order the quadratic term may be evaluated at \(\Delta T_0\):
\[
\beta\delta+\tfrac12 b\,\Delta T_0^2=0
\quad\Rightarrow\quad
\Delta T\approx\Delta T_0\left(1-\frac{s}{2}\right),\qquad s=\frac{b\,\Delta T_0}{\beta}.
\]
The small parameter \(s\) is the fractional growth of \(dn/dT\) over the temperature rise. The expansion fails when \(s\) is no longer small.

The thermal side is thus simple. The harder part is \(\Delta n_c\).

## Free carriers at high frequency

In atomic units \(\hbar\), the electron mass and the elementary charge are 1, and \(\omega\) is also the photon energy. A carrier of mass \(m\), charge \(q=\pm1\) and scattering time \(\tau\) obeys
\[
m\ddot x+\frac{m}{\tau}\dot x=qE\cos\omega t .
\]
Insert \(x=\mathrm{Re}\,(Xe^{-i\omega t})\). Each time derivative gives a factor \(-i\omega\), so
\[
-m\omega^2X\left(1+\frac{i}{\omega\tau}\right)=qE,
\qquad
\mathrm{Re}\,X=-\frac{qE}{m\omega^2}\,\frac{1}{1+1/(\omega\tau)^2}.
\]
The minus sign is the origin of the index decrease: the part of a free carrier's displacement that oscillates in phase with the force is opposite to it. The first correction for damping is the relative amount \(-1/(\omega\tau)^2\). With \(\tau=\mu m\) and rough low-frequency mobilities \(\mu\) of 270 and 150 cm\(^2\)/Vs, it is \(4.3\times10^{-4}\) for electrons and \(6.8\times10^{-4}\) for holes in magnitude. Scattering at the optical frequency can be stronger. If the carrier absorption of 14.5 per cm used in the last section came entirely from this damping, acting on the Drude shift found below, the correction would be about 0.8 %. In either case damping can be dropped here.

The polarization is \(P=NqX\), and \(q^2=1\) for both carriers, so their effects add. The change of permittivity is
\[
\Delta\varepsilon=\frac{4\pi P}{E}=-\frac{4\pi N}{m\omega^2}.
\]
From \((n_0+\Delta n)^2=n_0^2+\Delta\varepsilon\),
\[
\Delta n=n_0\left(\sqrt{1+\frac{\Delta\varepsilon}{n_0^2}}-1\right)
=\frac{\Delta\varepsilon}{2n_0}-\frac{\Delta\varepsilon^2}{8n_0^3}+\dots
\]
The second term divided by the first is \(-\Delta\varepsilon/(4n_0^2)\approx|\Delta n|/(2n_0)\), about \(3\times10^{-4}\) to \(4\times10^{-4}\) for the shifts found below. The leading term suffices:
\[
\Delta n=-\frac{2\pi N}{n_0\omega^2}\,\frac1m .
\]

## Which mass?

**Electrons.** Silicon has six equivalent conduction valleys, two along each cubic axis, with mass \(m_l=0.92\) along the axis and \(m_t=0.19\) across it. For a field along the unit vector \(\mathbf u\), a valley on axis \(i\) responds with inverse mass \(u_i^2/m_l+(1-u_i^2)/m_t\). Averaging over the three axes and using \(\sum_iu_i^2=1\),
\[
\frac1{m_e}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_e=0.258 .
\]
The direction \(\mathbf u\) has dropped out, so equally filled valleys respond isotropically.

**Holes.** Heavy and light holes, with \(m_h=0.49\) and \(m_{lh}=0.16\), share the same band edge. In parabolic bands the density of states scales as mass to the power 3/2, so the fractions of holes in the two bands are
\[
p_h=\frac{m_h^{3/2}}{m_h^{3/2}+m_{lh}^{3/2}}=0.84,\qquad p_l=1-p_h=0.16 .
\]
The mean inverse mass is
\[
\frac{p_h}{m_h}+\frac{p_l}{m_{lh}}
=\frac{m_h^{1/2}+m_{lh}^{1/2}}{m_h^{3/2}+m_{lh}^{3/2}}=2.703 .
\]
Both bands have the same occupation as a function of energy, so these fractions also hold for a degenerate gas in this model.

**The Drude number.** The density is \(1.482\times10^{-7}\) per cubic bohr and the photon energy, 0.800 eV, is 0.0294 hartree. The common factor is therefore
\[
\frac{2\pi N}{n_0\omega^2}=\frac{2\pi\times1.482\times10^{-7}}{3.48\times(0.0294)^2}=3.10\times10^{-4}.
\]
Dividing by 0.258 gives an electron shift of \(-1.20\times10^{-3}\). Multiplying by 2.703 gives a hole shift of \(-0.84\times10^{-3}\). Their sum is \(-2.04\times10^{-3}\), and
\[
\Delta T_0=\frac{2.04\times10^{-3}}{1.9\times10^{-4}\ \mathrm{K^{-1}}}=10.7\ \mathrm K .
\]

## Transitions between the hole bands

The Drude estimate lets each hole move within its own band. Light can also move a hole between the heavy and light bands at fixed wavevector \(\mathbf k\). This adds to the index change.

**Response of one transition.** Let a carrier in state \(i\) be coupled by \(-qEx\cos\omega t\) to a state \(j\) higher by \(\Delta\). To first order the amplitude \(c\) of state \(j\) obeys
\[
i\dot c=-qE\,x_{ji}\cos(\omega t)\,e^{i\Delta t}.
\]
Integrating, without the constant that belongs to the switching-on,
\[
c=\frac{qE\,x_{ji}}2\left[\frac{e^{i(\Delta+\omega)t}}{\Delta+\omega}+\frac{e^{i(\Delta-\omega)t}}{\Delta-\omega}\right].
\]
The induced dipole is \(2q\,\mathrm{Re}(x_{ij}c\,e^{-i\Delta t})\). The two fractions add to \(2\Delta/(\Delta^2-\omega^2)\), so the dipole per unit field is \(2\Delta|x_{ji}|^2/(\Delta^2-\omega^2)\). The velocity is \(v=i[H,x]\), hence \(|x_{ji}|=|v_{ji}|/|\Delta|\), and for \(\omega\gg|\Delta|\)
\[
\frac{2|v_{ji}|^2}{\Delta(\Delta^2-\omega^2)}
=-\frac1{\omega^2}\,\frac{2|v_{ji}|^2}{\Delta}\left(1+\frac{\Delta^2}{\omega^2}+\dots\right).
\]
A free carrier gives \(-1/(m\omega^2)\). A transition far below the photon energy therefore acts as an extra inverse mass \(2|v_{ji}|^2/\Delta\).

**Matrix elements.** The spherical Luttinger model describes the two bands with spin-3/2 matrices \(\mathbf J\). With hole energy counted as positive,
\[
H=\tfrac12\left[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2(\mathbf k\cdot\mathbf J)^2\right].
\]
Choose \(\mathbf k\) along \(z\). Then \(J_z^2=9/4\) for heavy holes and \(1/4\) for light holes, which gives
\[
\frac1{m_h}=\gamma_1-2\gamma_2,\qquad \frac1{m_{lh}}=\gamma_1+2\gamma_2,\qquad \Delta=2\gamma_2k^2 .
\]
The masses above fix \(\gamma_1=4.145\) and \(\gamma_2=(6.25-2.04)/4=1.05\).

The velocity \(\partial H/\partial k_x\), taken at \(\mathbf k\parallel z\), is \(-\gamma_2k(J_zJ_x+J_xJ_z)\). Between \(J_z=3/2\) and \(J_z=1/2\) the element of \(J_x\) is \(\sqrt3/2\), and the two orderings contribute the factor \(3/2+1/2=2\). Hence
\[
|v_x|^2=3\gamma_2^2k^2,\qquad \frac{2|v_x|^2}{\Delta}=3\gamma_2 .
\]
The \(y\) direction gives the same. The \(z\) direction gives zero, because \(\partial H/\partial k_z\) is diagonal here. The holes fill all directions of \(\mathbf k\) equally, so the mean over the three field directions applies: \(2\gamma_2\) for a heavy hole. For a light hole the transition goes down in hole energy, \(\Delta\) changes sign, and the result is \(-2\gamma_2\).

Adding the intraband terms,
\[
\frac1{m_h}+2\gamma_2=\gamma_1,\qquad \frac1{m_{lh}}-2\gamma_2=\gamma_1 .
\]
In this model and in the limit \(\omega\gg\Delta\), the response averaged over directions has inverse mass \(\gamma_1\) for a hole in either band. The intraband share is 2.703 and the interband share 1.443; they add to 4.146, which is \(\gamma_1\) within rounding.

**First correction in \(\Delta/\omega\).** For a heavy hole of energy \(\mathcal E=k^2/(2m_h)\), the gap is \(\Delta=4\gamma_2m_h\mathcal E\); for a light hole replace \(m_h\) by \(m_{lh}\). A three-dimensional Boltzmann gas has
\[
\langle \mathcal E^2\rangle=\frac{\Gamma(7/2)}{\Gamma(3/2)}(k_BT)^2=\frac{15}4(k_BT)^2 .
\]
The correction to the interband inverse mass is therefore
\[
2\gamma_2\,\frac{15}{4}\left(\frac{4\gamma_2k_BT}{\omega}\right)^2\left(p_hm_h^2-p_lm_{lh}^2\right)\approx0.029,
\]
with \(k_BT=0.0259\) eV. A direct thermal sum over the model's states gives an interband value of 1.468 at 1550 nm, an increase of 0.025. That sum includes a broadening of 0.05 eV, which lowers the interband term by about \((0.05/0.80)^2=0.4\) %, or 0.006. The next term of the series, with \(\langle \mathcal E^4\rangle=\frac{945}{16}(k_BT)^4\), adds 0.002. Together, \(0.029-0.006+0.002=0.025\), as found.

The hole shift becomes \(-3.10\times10^{-4}\times(2.703+1.468)=-1.29\times10^{-3}\). With the Drude electrons the total is \(-2.49\times10^{-3}\), and the cancelling rise is 13.1 K. The model leaves out the warping of the hole bands and the split-off band, which lies only about 44 meV away, comparable to thermal hole energies. Including the split-off band with the same \(\gamma_1\) and \(\gamma_2\) changes the intraband share from 2.70 to 2.32 and the interband share from 1.47 to 1.91. The division between the two is therefore sensitive to the split-off band, but their sum changes little and the cancelling rise becomes 13.2 K. Warping is not included in these numbers. With the warped bands of silicon (\(\gamma_1=4.285\), \(\gamma_2=0.339\), \(\gamma_3=1.446\)) and the split-off band, the shares become 2.85 and 1.44 and the cancelling rise 13.3 K. The Drude electron term also leaves out transitions to the second conduction band, which lies about 0.5 eV above the valley minimum. A two-band estimate of their net effect, with a broadening of 0.05 eV, raises the electron term by about 5 % and the cancelling rise by about 0.3 K. The separation of the two bands reaches the photon energy for some thermal electrons, so the estimate depends on the broadening; at 0.2 eV it falls to about 2 %. Also left out are the transitions across the direct gap that the carriers block, a relative effect of order (photon energy/gap)\(^2\). A crude estimate with gaps of 4.3 eV for electrons and 3.4 eV for holes adds about 0.7 K. Carrier-induced shifts of the gaps are not included either.

## The empirical carrier shift

The Soref–Bennett relation gives the carrier shift of silicon at 1550 nm near room temperature from absorption data. With densities in cm\(^{-3}\),
\[
\Delta n_c=-\left(8.8\times10^{-22}N_e+8.5\times10^{-18}N_h^{0.8}\right).
\]
The data come from doped silicon. Using the relation here assumes that injected carriers act like those supplied by doping, and that electrons and holes act independently. Since \((10^{18})^{0.8}=10^{14.4}=2.51\times10^{14}\),
\[
\Delta n_c=-(0.88+2.14)\times10^{-3}=-3.02\times10^{-3},
\]
\[
\Delta T_0=\frac{3.02\times10^{-3}}{1.9\times10^{-4}\ \mathrm{K^{-1}}}=15.9\ \mathrm K .
\]

This is the estimate of roughly 16 K. It depends on the empirical relation; free carriers with the parabolic band masses used above give 11 K. The two descriptions also divide the shift differently. The empirical electron term is smaller than the Drude value, 0.88 against 1.20 in units of \(10^{-3}\). The empirical hole term is much larger, 2.14 against 0.84. Interband transitions raise the calculated hole term to 1.29, about a third of the way. The rest of the difference is not explained by the models used here.

If the carrier shift is allowed an error of 10 % and \(\beta\) one of 5 %, the extreme combinations give 13.6 K and 18.4 K. These allowances are assumptions, not measured error bars. A later fit (Nedeljkovic, Soref and Mashanovich, 2011), \(\Delta n_c=-(5.4\times10^{-22}N_e^{1.011}+1.53\times10^{-18}N_h^{0.838})\), gives 14.3 K at \(10^{18}\) cm\(^{-3}\), 10 % lower, and 1.9 K at \(10^{17}\) cm\(^{-3}\), 17 % below the value found next. Its logarithmic slope at \(10^{18}\) cm\(^{-3}\) is 0.89.

## A second density

At \(10^{17}\) cm\(^{-3}\) of each carrier the empirical relation gives 2.24 K. Strict proportionality to density would give 1.6 K. The difference comes from the exponent 0.8. With \(N_e=N_h=N\) and \(\beta\) fixed,
\[
\frac{d\ln\Delta T_0}{d\ln N}
=\frac{0.88\times1+2.14\times0.8}{0.88+2.14}=0.86
\quad\text{at }10^{18}\ \mathrm{cm^{-3}} .
\]
A 10 % error in the injected density thus changes the cancelling temperature rise by nearly 9 %. As the density falls, the hole term dominates and the exponent tends to 0.8 within this relation.

## Corrections to the 16 K

**Growth of \(dn/dT\).** A rough rate is \(b=3\times10^{-7}\) per K\(^2\). Then \(s=3\times10^{-7}\times15.9/(1.9\times10^{-4})=0.025\), and the correction is \(-15.9\times0.025/2=-0.2\) K. The root of the full quadratic balance is 15.7 K.

**Temperature dependence of the carrier shift.** If \(|\Delta n_c|\) changes by a fraction \(c\) per kelvin, the leading balance becomes \(|\Delta n_c|(1+c\Delta T)=\beta\Delta T\), so \(\Delta T\approx\Delta T_0(1+c\Delta T_0)\). This offsets the previous correction if \(c=b/(2\beta)\approx8\times10^{-4}\) per K. Without a value for \(c\), the sign of the combined correction is open.

**Thermal expansion.** If the optical length of a freely expanding bar is to return to its initial value, the condition is
\[
(n_0-|\Delta n_c|+\beta\Delta T)(1+\alpha\Delta T)=n_0 .
\]
Keeping first-order terms gives \(\Delta T=|\Delta n_c|/(\beta+n_0\alpha)\). With a rough \(\alpha=2.6\times10^{-6}\) per K, \(n_0\alpha\) is 5 % of \(\beta\), and the rise falls to 15.1 K.

The two corrections with numerical values, from the growth of \(dn/dT\) and from expansion, are each below 1 K and smaller than the spread between the carrier models.

## What cancellation means for a device

A phase shift of \(\pi\) requires \(2\pi|\Delta n_c|L/\lambda=\pi\), so
\[
L=\frac{\lambda}{2|\Delta n_c|}=0.257\ \mathrm{mm}.
\]
In the leading balance, a uniform rise of 15.9 K removes this phase shift but leaves the carrier absorption. With a rough coefficient of 14.5 per cm, the loss over this length is \(4.34\times14.5\times0.0257=1.6\) dB.

The carriers do not supply the heat at once. If every pair recombines and turns the gap energy of 1.12 eV into heat, and the heat capacity is roughly 1.7 J/(cm\(^3\) K), the rise is
\[
\frac{10^{18}\times1.12\times1.602\times10^{-19}}{1.7}\ \mathrm K=0.106\ \mathrm K .
\]
Reaching 15.9 K takes 150 such recombinations if no heat escapes. At constant density that means about 150 carrier lifetimes. Resistive heating shortens this time. Heat loss lengthens it, and if heat escapes in less than about 150 carrier lifetimes, recombination alone never produces the full 15.9 K. If resistive heating is weak, a single pulse much shorter than about 150 carrier lifetimes acts mainly through the carriers while it lasts. The heat it leaves can outlive the carriers and build up over repeated pulses, so both sustained and repeated injection can bring the two effects into competition.

In a real phase shifter the carriers and the heat need not be uniform or fill the same region. If the guided mode weights the carrier shift by \(\Gamma_c\) and the thermal shift by \(\Gamma_T\), the balance becomes \(\Gamma_c|\Delta n_c|=\Gamma_T\beta\Delta T\). The rise is multiplied by \(\Gamma_c/\Gamma_T\); an assumed ratio of 0.8 lowers it from 15.9 K to 12.7 K. The index change of the cladding is neglected here.

## Values computed for the example and the checks

```
wavelength: 1550 nm
photon energy: 0.800 eV
density of each carrier: 1e+18 cm^-3
starting temperature: 300 K
rough refractive index: 3.48
rough dn/dT: 1.9e-04 per K
electron masses long., transv.: 0.92, 0.19 m0
hole masses heavy, light: 0.49, 0.16 m0
electron conductivity mass: 0.258 m0
hole conductivity mass (intraband): 0.370 m0
Luttinger gamma1: 4.145
hole inverse mass, intraband: 2.703 per m0
hole inverse mass, interband, high freq.: 1.443 per m0
hole inverse mass, interband, 1550 nm: 1.468 per m0
hole optical mass at 1550 nm: 0.240 m0
relative quadrature shift, 200 to 400: 1.4e-08
index shift, Drude electrons: -1.20e-03
index shift, Drude holes: -8.37e-04
index shift, Drude total: -2.04e-03
index shift, Luttinger holes: -1.29e-03
index shift, Drude e + Luttinger h: -2.49e-03
index shift, empirical electrons: -8.80e-04
index shift, empirical holes: -2.14e-03
index shift, empirical total: -3.02e-03
cancelling rise, Drude: 10.7 K
cancelling rise, with Luttinger holes: 13.1 K
cancelling rise, empirical: 15.9 K
range, 10% in shift and 5% in dn/dT: 13.6-18.4 K
cancelling rise at 1e17 cm^-3: 2.24 K
rough growth of dn/dT: 3e-07 per K^2
cancelling rise with growing dn/dT: 15.7 K
rough thermal expansion: 2.6e-06 per K
rise cancelling optical length, free bar: 15.1 K
rough mobilities e, h: 270, 150 cm2/Vs
damping 1/(omega tau)^2, e, h: 4.3e-04, 6.8e-04
density / band density, e, h: 0.036, 0.098
rough direct gap: 3.4 eV
band-filling scale (photon/gap)^2: 5.5 %
length for a phase shift of pi: 0.257 mm
rough carrier absorption: 14.5 per cm
absorption loss over that length: 1.6 dB
rough band gap: 1.12 eV
rough heat capacity: 1.7 J/(cm3 K)
heating by one full recombination: 0.106 K
recombinations to reach cancellation: 150
```
